\section*{The Pal–Maslov Condition for Longitudinal Magnetoresistance}

\section{The question}

A current flows along a magnetic field $\mathbf B=B\hat{\mathbf z}$. The Lorentz force is perpendicular to $\mathbf B$, so it seems unable to accelerate or retard an electron along the current. One might conclude that the resistivity $\rho_{zz}$ cannot depend on $B$. For free electrons this is correct. In a crystal, however, the force fixes the rate of change of the crystal momentum $\mathbf k$, not of the velocity $\mathbf v=\nabla_{\mathbf k}\varepsilon$. Although $k_z$ is conserved, $v_z$ can depend on all three components of $\mathbf k$, and may then change as $k_x$ and $k_y$ go around the cyclotron orbit. The task is to find which dispersions $\varepsilon(\mathbf k)$ let this happen, and when it appears in the resistivity.

\section{Assumptions and transport equation}

Hartree atomic units are used, with electron charge $-1$. The treatment is semiclassical, at zero temperature and linear in the electric field. Spin splitting, Landau quantization and Berry curvature are left out. The Fermi surface is smooth, all cyclotron orbits are closed, and the relaxation time $\tau$ is one constant. The magnetic part of the motion, $\dot{\mathbf k}=-\mathbf v\times\mathbf B$, reads
\begin{equation}
\dot k_x=-Bv_y,\qquad \dot k_y=Bv_x,\qquad \dot k_z=0 .
\label{eq:motion}
\end{equation}
The energy is conserved because $\dot\varepsilon=\mathbf v\cdot\dot{\mathbf k}=0$. The rate of change of any function along an orbit is given by
\begin{equation}
\Omega=B\left(v_x\partial_{k_y}-v_y\partial_{k_x}\right)=B\frac{d}{ds},\qquad s=Bt .
\end{equation}

Write the distribution as $f=f_0-(-f_0')g$, where $f_0'=df_0/d\varepsilon$. The steady Boltzmann equation is $\dot{\mathbf k}\cdot\nabla f=-(f-f_0)/\tau$. To first order in $\mathbf E$ its left side is $-f_0'\,\mathbf E\cdot\mathbf v-(-f_0')\Omega g$, since $\Omega f_0=0$. Its right side is $(-f_0')g/\tau$. Therefore
\begin{equation}
\left(\frac1\tau+\Omega\right)g=\mathbf E\cdot\mathbf v,\qquad \mathbf j=\langle\mathbf v g\rangle,
\label{eq:boltz}
\end{equation}
where the two minus signs in $\mathbf j$, from the charge and from $f-f_0$, cancel, and
\begin{equation}
\langle A\rangle=2\int\!\frac{d^3k}{(2\pi)^3}\,\delta(\varepsilon-\mu)A=\frac{2}{(2\pi)^3}\int dk_z\oint ds\,A .
\label{eq:avg}
\end{equation}
The last form follows because an area element at fixed $k_z$ is $d\varepsilon\,dk_\parallel/|\mathbf v_\perp|$, with $dk_\parallel$ taken along the orbit, and the orbit is traversed with $dk_\parallel/ds=|\mathbf v_\perp|$.

The solution of (\ref{eq:boltz}) is the past velocity, weighted by the probability of having escaped scattering:
\begin{equation}
g(t)=\int_0^\infty dT\,e^{-T/\tau}\,\mathbf E\cdot\mathbf v(t-T).
\end{equation}
A field along $z$ can thus alter $\sigma_{zz}$ only through the history of $v_z$.

Three facts about closed orbits are needed. Integration by parts gives $\langle f\,\Omega h\rangle=-\langle h\,\Omega f\rangle$, hence $\langle g\,\Omega g\rangle=0$. By (\ref{eq:motion}), $v_x=dk_y/ds$ and $v_y=-dk_x/ds$, so $\oint\mathbf v_\perp ds=0$. Finally, $\oint k_xv_x\,ds=\oint k_x\,dk_y$ and $\oint k_yv_y\,ds=-\oint k_y\,dk_x$ both equal the enclosed area, positive for electron orbits and negative for hole orbits, while $\oint k_xv_y\,ds=-\oint k_x\,dk_x=0$ and $\oint k_yv_x\,ds=\oint k_y\,dk_y=0$. Therefore
\begin{equation}
\langle k_iv_j\rangle=n\,\delta_{ij}\qquad(i,j=x,y),
\label{eq:sum}
\end{equation}
where $n=2(2\pi)^{-3}\int dk_z\,(\text{signed orbit area})$. For separate pockets this is the electron density minus the hole density. For a connected Fermi surface with electron orbits in some planes and hole orbits in others it differs from the carrier density of the band: the half-filled simple cubic band with $\mathbf B$ along a cube axis has $n=0$. It is assumed that $n\neq0$.

\section{When does $v_z$ vary?}

\paragraph{Lemma 1.} Let $(k_\rho,\varphi,k_z)$ be cylindrical coordinates about any axis parallel to $\mathbf B$. Where $v_\rho\ne0$,
\begin{equation}
W\equiv\frac{dv_z}{ds}=\frac{v_\rho^2}{k_\rho}\,\frac{\partial}{\partial k_z}\!\left(\frac{k_\rho v_\varphi}{v_\rho}\right)_{k_\rho,\varphi}.
\label{eq:PM}
\end{equation}

\emph{Proof.} With subscripts on $\varepsilon$ denoting derivatives, $v_\rho=\varepsilon_\rho$ and $v_\varphi=\varepsilon_\varphi/k_\rho$. The operator $d/ds=\hat{\mathbf z}\cdot(\mathbf v\times\nabla)$ equals $(v_\rho/k_\rho)\partial_\varphi-v_\varphi\partial_\rho$. Applied to $v_z=\varepsilon_z$ it gives
\begin{equation}
W=\frac{\varepsilon_\rho\varepsilon_{z\varphi}-\varepsilon_\varphi\varepsilon_{z\rho}}{k_\rho}.
\end{equation}
On the other side, $k_\rho v_\varphi/v_\rho=\varepsilon_\varphi/\varepsilon_\rho$, whose $k_z$ derivative is $(\varepsilon_\rho\varepsilon_{\varphi z}-\varepsilon_\varphi\varepsilon_{\rho z})/\varepsilon_\rho^2$. Multiplication by $\varepsilon_\rho^2/k_\rho$ gives $W$. $\square$

The derivative is taken at fixed $k_\rho$ and $\varphi$, not along the Fermi surface. Where $v_\rho=0$, the form $W=v_x\partial_{k_y}v_z-v_y\partial_{k_x}v_z$ is used instead.

The ratio has a geometric meaning. On a contour of constant energy at fixed $k_z$, $dk_\rho/d\varphi=-\varepsilon_\varphi/\varepsilon_\rho$. If the ratio does not depend on $k_z$ in some region, the contours through a given $(k_x,k_y)$ have the same direction in every plane. They then belong to one family $h(k_x,k_y)=\text{const}$, and locally
\begin{equation}
\varepsilon=F\big(h(k_x,k_y),k_z\big).
\label{eq:sep}
\end{equation}
Conversely, (\ref{eq:sep}) makes $v_z=\partial F/\partial k_z$ a function of $h$ and $k_z$, both constant on an orbit. Sums $h+b(k_z)$ and products $h\,b(k_z)$ are special cases. Anisotropy alone is therefore not enough to make $v_z$ vary.

\section{The conductivity}

\paragraph{Theorem 1.} For $B\ne0$, $\sigma_{zz}(B)\le\sigma_{zz}(0)$, with equality if and only if $v_z$ is constant around every Fermi-surface orbit.

\emph{Proof.} Let $S(k_z)=\oint ds=2\pi m_c$, where $m_c$ is the cyclotron mass, taken positive here, and $\omega_c=B/m_c$. Expand $v_z=\sum_n v_ne^{2\pi ins/S}$. On the $n$th term $\Omega$ acts as $in\omega_c$, so (\ref{eq:boltz}) with $\mathbf E=\hat{\mathbf z}$ gives $g_n=\tau v_n/(1+in\omega_c\tau)$. Since $v_z$ is real, $|v_{-n}|=|v_n|$, and the imaginary parts of $v_n^*g_n$ cancel between $n$ and $-n$:
\begin{equation}
\sigma_{zz}=\frac{2\tau}{(2\pi)^3}\int dk_z\,S\sum_n\frac{|v_n|^2}{1+(n\omega_c\tau)^2}.
\label{eq:harm}
\end{equation}
Each term with $n\neq0$ is reduced by the field unless $v_n=0$, and the $n=0$ term is unaffected. $\square$

For weak fields, $1/(1+x^2)\simeq1-x^2$. As $W$ has harmonics $(2\pi in/S)v_n$ and $n\omega_c=2\pi nB/S$,
\begin{equation}
\sigma_{zz}(B)-\sigma_{zz}(0)\simeq-\tau^3B^2\langle W^2\rangle .
\label{eq:weak}
\end{equation}
For strong fields only the orbit mean $v_0$ remains, so $\sigma_{zz}\to\tau\langle v_0^2\rangle$. The effect saturates.

\section{The resistivity}

Resistivity is measured with no transverse current. A transverse electric field may be needed to enforce this, and it also drives $j_z$. Define
\begin{equation}
u=v_z+\mathbf a\cdot\mathbf v_\perp,\qquad \langle u\,\mathbf v_\perp\rangle=0,
\label{eq:u}
\end{equation}
where the second relation fixes the constant vector $\mathbf a$. The solution is unique: if $\boldsymbol\alpha\cdot\mathbf v_\perp$ vanished on the whole Fermi surface for some $\boldsymbol\alpha\neq0$, then (\ref{eq:sum}) would give $0=\langle(\boldsymbol\alpha\cdot\mathbf k_\perp)(\boldsymbol\alpha\cdot\mathbf v_\perp)\rangle=n\alpha^2$. It is also assumed that $u$ is not zero everywhere on the Fermi surface. This excludes a cylinder, upright or tilted, for which $\rho_{zz}$ is infinite.

\paragraph{Theorem 2.} For $B\neq0$, $\rho_{zz}(B)\ge\rho_{zz}(0)$, with equality if and only if $u$ is constant on every orbit.

\emph{Proof.} Take $E_z=1$ and choose $\mathbf E_\perp=\mathbf b$ so that $\mathbf j_\perp=0$. Then $j_z=1/\rho_{zz}$. At $B=0$, (\ref{eq:u}) shows that $\mathbf b=\mathbf a$ and $g=\tau u$, so
\begin{equation}
j_z(0)=\tau\langle v_zu\rangle=\tau\langle u^2\rangle .
\end{equation}
At $B\ne0$, multiply (\ref{eq:boltz}) by $g$ and average. The term $\langle g\,\Omega g\rangle$ vanishes, leaving
\begin{equation}
\frac{\langle g^2\rangle}{\tau}=\langle g(v_z+\mathbf b\cdot\mathbf v_\perp)\rangle=j_z(B).
\label{eq:diss}
\end{equation}
This equates dissipation to electrical power. (A suitable $\mathbf b$ exists: for a purely transverse $\mathbf E$ the same step gives $\mathbf E\cdot\mathbf j=\langle g^2\rangle/\tau>0$, so the transverse block of $\sigma$ is invertible.) Because $\mathbf j_\perp=0$, also $\langle gu\rangle=j_z(B)$. The Cauchy--Schwarz inequality then gives
\begin{equation}
j_z(B)^2\le\langle g^2\rangle\langle u^2\rangle=j_z(B)\,j_z(0),
\end{equation}
and division by $j_z(B)>0$ proves the inequality.

Equality requires $g$ proportional to $u$. The factor is $\tau$, because $\langle gu\rangle=j_z(0)=\tau\langle u^2\rangle$. Inserting $g=\tau u$ in (\ref{eq:boltz}) gives
\begin{equation}
\tau\,\Omega u=(\mathbf b-\mathbf a)\cdot\mathbf v_\perp .
\end{equation}
Since $v_x=\Omega k_y/B$ and $v_y=-\Omega k_x/B$, the right side is $\tau\,\Omega(\mathbf c\cdot\mathbf k_\perp)$ with $c_x=-(b_y-a_y)/(B\tau)$ and $c_y=(b_x-a_x)/(B\tau)$. Hence $u-\mathbf c\cdot\mathbf k_\perp$ is constant on each orbit, and its average with $\mathbf v_\perp$ is zero. With (\ref{eq:u}) and (\ref{eq:sum}),
\begin{equation}
0=\langle u\,v_i\rangle=\sum_jc_j\langle k_jv_i\rangle=n\,c_i .
\end{equation}
So $\mathbf c=0$, and $u$ itself is constant on orbits. Conversely, if $\Omega u=0$, then $g=\tau u$ solves (\ref{eq:boltz}) with $\mathbf b=\mathbf a$ at every $B$, and $j_z$ keeps its zero-field value. $\square$

\paragraph{Corollary (Pal--Maslov condition).} Longitudinal magnetoresistance requires that $v_z$ vary around orbits. If $\mathbf B$ lies along a principal axis of the zero-field conductivity tensor, this is also sufficient: $\rho_{zz}$ depends on $B$ if and only if $k_\rho v_\varphi/v_\rho$ depends on $k_z$ in the sense of (\ref{eq:PM}) somewhere on the Fermi surface.

\emph{Proof.} If $v_z$ is constant on orbits, $\langle v_z\mathbf v_\perp\rangle=0$, so $\mathbf a=0$ and $u=v_z$: there is no effect. On a principal axis $\langle v_z\mathbf v_\perp\rangle=0$ as well, so again $u=v_z$, and Theorem 2 with Lemma 1 gives the claim. $\square$

In a cubic crystal the zero-field tensor is isotropic, so every field direction qualifies. If there is also a mirror plane normal to $\mathbf B$ or a rotation axis along it, the components $\sigma_{xz}$, $\sigma_{yz}$, $\sigma_{zx}$ and $\sigma_{zy}$ vanish at every $B$. Then $\rho_{zz}=1/\sigma_{zz}$, and (\ref{eq:weak}) becomes
\begin{equation}
\frac{\Delta\rho_{zz}}{\rho_{zz}(0)}\simeq(B\tau)^2\frac{\langle W^2\rangle}{\langle v_z^2\rangle}.
\label{eq:rhoweak}
\end{equation}

\section{Why the principal axis matters}

Consider the sheared band
\begin{equation}
\varepsilon=\tfrac12q^2+\gamma q^4+\tfrac12k_y^2+\tfrac12k_z^2,\qquad q=k_x+\lambda k_z .
\end{equation}
Here $v_x=q+4\gamma q^3$ and $v_z=\lambda v_x+k_z$. The velocity $v_z$ varies because $v_x$ does, but $v_z-\lambda v_x=k_z$ is conserved. Thus $\mathbf a=(-\lambda,0)$, and $\rho_{zz}$ is independent of $B$. For $\lambda=0.5$, $\gamma=2$ and $\mu=0.1$ Ha, at the three fields used below, $\sigma_{zz}$ falls by 2.0, 18.6 and 28.8\,\%, while the computed $\rho_{zz}$ does not change to the printed precision.

With $\gamma=0$ this is a tilted ellipsoid. Several such valleys behave differently. In a valley with $v_i=\sum_jM_{ij}k_j$, $u$ is constant on orbits only if $\sum_jM_{ij}a_j=-M_{iz}$ for $i,j=x,y$. Valleys with different tilts generally demand different $\mathbf a$. No common vector then exists, and by Theorem 2 together they have a positive magnetoresistance that each alone lacks.

\section{Three cubic lattices}

Take nearest-neighbour $s$ bands with hopping $t=0.02$ Ha, cube edge $a=8$ bohr, $\tau=2\times10^4$ a.u. (0.48 ps) and $\mathbf B$ along a cube axis. With $c_i=\cos(k_ia/2)$,
\begin{align}
\varepsilon_{\rm sc}&=-2t\,(\cos k_xa+\cos k_ya+\cos k_za),\\
\varepsilon_{\rm bcc}&=-8t\,c_xc_yc_z,\\
\varepsilon_{\rm fcc}&=-4t\,[c_xc_y+c_z(c_x+c_y)] .
\end{align}
The Fermi energies are $-3t$, $-4t$ and $-2t$. The simple cubic band is a sum and the body-centred band a product, both of the form (\ref{eq:sep}). Their velocities, $v_z=2ta\sin k_za$ and $v_z=-(a/2)\,\varepsilon\tan(k_za/2)$, are constant on orbits. At $k_z=0.15$ bohr$^{-1}$ they are $0.32\sin1.2=0.298$ and $4(0.08)\tan0.6=0.219$ a.u. The computed resistivity changes vanish to the printed precision.

For the face-centred band
\begin{equation}
v_z=2ta\sin(k_za/2)\,(c_x+c_y).
\end{equation}
At the same $k_z$, $c_z=\cos0.6=0.825$, and the orbit obeys $c_xc_y+0.825(c_x+c_y)=0.5$. On the $k_x$ axis $c_y=1$, so $c_x=(0.5-0.825)/1.825=-0.178$ and $v_z=0.32(0.5646)(0.8218)=0.1485$. On the diagonal $c_x=c_y=0.261$ and $v_z=0.0945$. The electron's speed along the field thus changes by more than a third of its maximum during one revolution.

The resistivity starts at $1.222\times10^{-2}$ a.u., or $0.2656\ \mu\Omega\,$cm. At 2.35, 11.75 and 58.8 T it is higher by 0.140, 0.320 and 0.337\,\%, and the strong-field limit is 0.338\,\%. These are semiclassical values. At zero temperature the neglected Landau quantization is not small beside them: a Lifshitz--Kosevich estimate with the damping $e^{-\pi/\omega_c\tau}$ puts the oscillation of the density of states near 0.1\,\% at 11.75 T and near 2\,\% at 58.8 T. The numbers describe the smooth background, seen once temperature (some tens of kelvin at the highest field) has damped the oscillations. The early saturation follows from (\ref{eq:harm}). The fourfold axis allows only harmonics with $n$ a multiple of 4. On the orbit above $\omega_c\tau=0.233$ at the lowest field, so already $4\omega_c\tau=0.93$. The quadratic law does not yet apply there: with $\langle W^2\rangle/\langle v_z^2\rangle=0.0602$ and $B\tau=0.2$, (\ref{eq:rhoweak}) would give $0.0602\times0.04=0.24\,\%$ instead of 0.14\,\%. At $B\tau=0.002$ it holds to better than one part in $10^4$ of the change.

Tilting the field by $20^\circ$ from the cube axis, towards a neighbouring one, leaves $\mathbf a=0$, as cubic symmetry demands, but raises the three changes to 0.24, 1.41 and 2.12\,\%. If the hopping between the $xy$ planes of the crystal is reduced to $0.7t$, with $\mu=-3t$, the crystal is tetragonal and the tilted field is off the principal axes. Then $a_x=-0.070$, with $x$ in the plane of the tilt and pointing the way the field was tilted. At the highest field $\sigma_{zz}$ falls by 0.91\,\% but $\rho_{zz}$ rises by only 0.33\,\%, so $1/\sigma_{zz}$ would overstate the magnetoresistance almost threefold.

\section{Where the condition fails}

The condition can fail when $\tau$ varies around an orbit. Let the scattering rate $\Gamma$ vary around an orbit on which $v_z$ is constant. At $B=0$, $g=v_z/\Gamma$, whose orbit mean is $v_z\overline{1/\Gamma}$. In a strong field $g$ is uniform along the orbit, and averaging $(\Gamma+\Omega)g=v_z$ over it gives $g=v_z/\overline\Gamma$. Since $\overline{1/\Gamma}>1/\overline\Gamma$ for a varying rate, the field lowers $\sigma_{zz}$. For the simple cubic band with $\Gamma=(1+0.5\cos4\varphi)/\tau$, where $\varphi$ is the azimuth of $\mathbf k$ about the centre of the orbit, $\rho_{zz}$ rises by 11.4, 15.0 and 15.2\,\% at the three fields, although the dispersion fails the Pal--Maslov condition.

Open orbits invalidate the step $\oint\mathbf v_\perp ds=0$. For exact compensation, $n=0$, the sum rule no longer forces $\mathbf c=0$. Provided $\mathbf a$ is still unique, $\rho_{zz}(B)\ge\rho_{zz}(0)$ survives, but variation of $u$ no longer guarantees a strict increase. One electron and one hole ellipsoid of equal density give an example: whatever their tilts, $\mathbf a$ and $\mathbf c$ can be chosen so that $u-\mathbf c\cdot\mathbf k_\perp$ is constant on the orbits of both, and $\rho_{zz}$ does not depend on $B$. The values quoted here are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
hopping t = 0.02 Ha; cube edge = 8.0 bohr
relaxation time = 20000 a.u. = 0.4838 ps
fields (a.u.): 1.0e-05, 5.0e-05, 2.5e-04
fields (T): 2.35, 11.75, 58.76
Orbits at kz = 0.15 1/bohr, B along cube axis (v in a.u.)
sc: mu/t = -3.0, m_c = 0.5078 m_e, v_z min 0.29825, max 0.29825, mean 0.29825
   omega_c tau at the three fields: 0.394, 1.969, 9.846
bcc: mu/t = -4.0, m_c = 0.5987 m_e, v_z min 0.21892, max 0.21892, mean 0.21892
   omega_c tau at the three fields: 0.334, 1.670, 8.352
fcc: mu/t = -2.0, m_c = 0.8579 m_e, v_z min 0.09451, max 0.14848, mean 0.12115
   omega_c tau at the three fields: 0.233, 1.166, 5.828
Fermi-surface results; changes relative to B = 0, in percent
sc: density 4.57029e-04 bohr^-3, rms W 3.27e-15, rms du/ds 3.27e-15 a.u.
   a = (0.00000, 0.00000)
   sigma_zz change (%): 0.0000, -0.0000, 0.0000
   rho_zz change (%): -0.0000, 0.0000, -0.0000
bcc: density 6.95858e-04 bohr^-3, rms W 3.36e-15, rms du/ds 3.36e-15 a.u.
   a = (-0.00000, 0.00000)
   sigma_zz change (%): -0.0000, 0.0000, -0.0000
   rho_zz change (%): 0.0000, 0.0000, 0.0000
fcc: density 3.61183e-03 bohr^-3, rms W 7.55e-02, rms du/ds 7.55e-02 a.u.
   a = (0.00000, 0.00000)
   sigma_zz change (%): -0.1396, -0.3187, -0.3361
   rho_zz change (%): 0.1398, 0.3197, 0.3373
tilted fcc: density 3.61183e-03 bohr^-3, rms W 8.89e-02, rms du/ds 8.89e-02 a.u.
   a = (-0.00000, -0.00000)
   sigma_zz change (%): -0.2432, -1.3836, -2.0715
   rho_zz change (%): 0.2439, 1.4054, 2.1158
tilted tetragonal: density 2.37698e-03 bohr^-3, rms W 4.90e-02, rms du/ds 4.03e-02 a.u.
   a = (-0.07042, -0.00000)
   sigma_zz change (%): -0.1113, -0.6285, -0.9114
   rho_zz change (%): 0.0682, 0.2598, 0.3330
sheared: density 2.61481e-03 bohr^-3, rms W 2.42e-01, rms du/ds 2.66e-15 a.u.
   a = (-0.50000, -0.00000)
   sigma_zz change (%): -2.0475, -18.5877, -28.8396
   rho_zz change (%): -0.0000, -0.0000, -0.0000
fcc rho_zz(0) = 1.22187e-02 a.u. = 0.26563 microohm cm
fcc rho_zz(B) (microohm cm): 0.26600, 0.26648, 0.26653
fcc <W^2>/<v_z^2> = 0.06022 a.u.
fcc weak-field change / quadratic law at B = 1e-07 a.u.: 0.999927
fcc strong-field limit of rho_zz change = 0.3380 %
past-velocity integral: trajectory 2534.92275, transport equation 2534.92275 bohr
tilt = 20.0 deg; tetragonal: hopping ratio 0.7, mu/t = -3.0
sheared band: shear 0.5, quartic 2.0 a.u., mu 0.1 Ha
sc with rate (1 + 0.5 cos 4phi)/tau: rho_zz change (%): 11.3929, 15.0287, 15.2409
\end{verbatim}
